# Heavy-Hole Masses in Compressively Strained Germanium

## Problem

A germanium layer is grown on a (001) surface whose lattice constant is slightly smaller than its own, so it is compressed in the plane. Let $z$ be the growth axis.

(a) Find the strain splitting between heavy holes (HH) and light holes (LH) at $\mathbf k=0$.

(b) Calculate the band-edge masses of the decoupled heavy hole along $z$ and in the plane, and show that the band is heavy in the first direction and light in the second.

(c) Explain the difference through the orbitals that form the band.

Use these rough typical values: Luttinger parameters $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ (a low-temperature set), shear deformation potential $b=-2.2$ eV, elastic ratio $C_{12}/C_{11}=0.37$, split-off energy $\Delta_0=0.30$ eV, and in-plane strain $\varepsilon_\parallel=-0.40\,\%$.

**Starting point.** Electron energy points upward, and $T=\hbar^2/2m_0=0.0381$ eV nm². Near $\mathbf k=0$ the four upper valence states behave as a spin $J=3/2$. Apart from a common shift,

$$H=-T\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_iJ_i^2k_i^2-4\gamma_3\sum_{i<j}\{J_i,J_j\}k_ik_j\Big]-b\sum_i\big(J_i^2-\tfrac54\big)\varepsilon_{ii},$$

where $\{A,B\}=(AB+BA)/2$ and $J_i$ is dimensionless. The first part is the Luttinger Hamiltonian, the second the Bir–Pikus strain term. A hole mass $m$ is counted positive: the band falls as $-T(m_0/m)k^2$.

## Hints

1. The top surface of the layer is free, so the stress $\sigma_{zz}$ vanishes. This fixes $\varepsilon_{zz}$.
2. Use $J_x^2+J_y^2+J_z^2=15/4$ to write the strain term with $J_z^2$ alone.
3. The heavy hole is the pair $J_z=\pm3/2$. Which operators in $H$ have matrix elements within this pair?
4. What power of $k$ does the HH–LH coupling carry, and what power does its second-order energy shift carry when the splitting is fixed?
5. For (c), ask which $p$ orbital is missing from the state with $J_z=3/2$.

## Solution

### (a) The splitting

The free surface requires $\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0$, hence

$$\varepsilon_{zz}=-2\frac{C_{12}}{C_{11}}\varepsilon_\parallel=-2(0.37)(-0.40\,\%)=+0.296\,\%.$$

The layer expands along $z$. With $J_x^2+J_y^2=15/4-J_z^2$, the strain term becomes

$$-b\Big[\varepsilon_\parallel\big(\tfrac{15}{4}-J_z^2\big)+\varepsilon_{zz}J_z^2-\tfrac54(2\varepsilon_\parallel+\varepsilon_{zz})\Big]
=\delta\big(J_z^2-\tfrac54\big),\qquad \delta=b(\varepsilon_\parallel-\varepsilon_{zz}).$$

Both factors of $\delta$ are negative under compression, so $\delta>0$:

$$\delta=(-2.2\ \text{eV})(-0.00400-0.00296)=15.3\ \text{meV}.$$

Since $J_z^2-5/4$ equals $+1$ for $J_z=\pm3/2$ and $-1$ for $J_z=\pm1/2$, HH rises by $\delta$ and LH falls by $\delta$. The four-band splitting is $\Delta=2\delta=30.6$ meV, with HH on top.

The split-off band changes this slightly. In the orbital picture, strain shifts $p_x,p_y$ by $\delta$ and $p_z$ by $-2\delta$. The LH state is $\tfrac23$ $p_z$ and $\tfrac13$ in-plane orbital; the split-off state has these weights exchanged. Their strain energies are therefore $-\delta$ and $0$. The off-diagonal element has magnitude $\tfrac{\sqrt2}{3}\,|{-2\delta}-\delta|=\sqrt2\,\delta$. The LH level is the upper eigenvalue of

$$\begin{pmatrix}-\delta&\sqrt2\,\delta\\ \sqrt2\,\delta&-\Delta_0\end{pmatrix},$$

and subtracting it from $\delta$ gives

$$\Delta=\delta+\tfrac12\Big[\delta+\Delta_0-\sqrt{(\Delta_0-\delta)^2+8\delta^2}\Big]=29.0\ \text{meV}.$$

The split-off band has no state with $J_z=\pm3/2$, so strain does not mix it into HH.

### (b) The masses

For $J_z=\pm3/2$ we have $\langle J_z^2\rangle=9/4$. The remainder, $15/4-9/4=3/2$, is shared equally by $x$ and $y$, because the state has no preferred direction in the plane:

$$\langle J_x^2\rangle=\langle J_y^2\rangle=\tfrac34 .$$

The mixed products $\{J_x,J_z\}$ and $\{J_y,J_z\}$ change $J_z$ by $\pm1$, and $\{J_x,J_y\}$ changes it by $\pm2$. Their diagonal elements vanish. Going from $+3/2$ to $-3/2$ needs a change of 3, which no product of two $J$ operators provides. Within the HH pair, $H$ is therefore a number times the unit matrix:

$$E_{\rm HH}=\delta-T\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\Big(\tfrac34(k_x^2+k_y^2)+\tfrac94k_z^2\Big)\Big].$$

The coefficient of $k_x^2+k_y^2$ is $\gamma_1+\tfrac52\gamma_2-\tfrac32\gamma_2=\gamma_1+\gamma_2$. That of $k_z^2$ is $\gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2$. Thus

$$E_{\rm HH}=\delta-T\big[(\gamma_1+\gamma_2)(k_x^2+k_y^2)+(\gamma_1-2\gamma_2)k_z^2\big].$$

It remains to justify dropping the coupling to LH. Each coupling element is proportional to $k^2$, since $H$ has no term linear in $k$. At fixed $\Delta\neq0$ it shifts the energy by an amount of order $(Tk^2)^2/\Delta$, which is of order $k^4$ and leaves the curvature at $\mathbf k=0$ unchanged. Coupling to the split-off band is also of order $k^2$ and drops out likewise. Hence

$$\boxed{\;m_z=\frac{m_0}{\gamma_1-2\gamma_2},\qquad m_\parallel=\frac{m_0}{\gamma_1+\gamma_2}\;}$$

With the given parameters,

$$m_z=\frac{m_0}{13.4-8.4}=0.200\,m_0,\qquad m_\parallel=\frac{m_0}{13.4+4.2}=0.057\,m_0 .$$

The ratio is $17.6/5.0=3.5$. The order follows from the sign of $\gamma_2$, since $m_0/m_\parallel-m_0/m_z=3\gamma_2>0$. Diagonalizing a six-band Hamiltonian built from $p$ orbitals, spin–orbit coupling and strain, with the same parameters, gives $0.2000\,m_0$ and $0.0568\,m_0$.

The growth mass is the more sensitive to an error in $\gamma_2$ alone, because it rests on a difference. (A change of the direct gap acts the other way: by part (c) it moves $m_\parallel$ and leaves $m_z$ fixed.) Raising $\gamma_2$ by 0.05 changes $m_z$ from 0.200 to $0.204\,m_0$, but $m_\parallel$ only from 0.0568 to $0.0567\,m_0$.

For the light hole, $\langle J_z^2\rangle=1/4$ and $\langle J_x^2\rangle=\langle J_y^2\rangle=7/4$. The same algebra gives $m_0/(\gamma_1+2\gamma_2)=0.046\,m_0$ along $z$ and $m_0/(\gamma_1-\gamma_2)=0.109\,m_0$ in the plane. In the plane, the "heavy" hole is thus the lighter of the two. Strain mixing with the split-off band moves the LH values to 0.050 and $0.099\,m_0$ without changing this order.

### (c) The orbital reason

The state $J_z=3/2$ is $(p_x+ip_y)/\sqrt2$ with spin up; it contains no $p_z$. The $s$-like conduction band above the direct gap $E_g$ couples, for $\mathbf k$ along direction $i$, to the orbital $p_i$ with strength $Pk$. Here $P=(\hbar/m_0)|\langle s|\hat p_x|p_x\rangle|$, where $\hat p_x$ is the momentum operator.

For $\mathbf k\parallel x$, HH has amplitude $1/\sqrt2$ on $p_x$. Second-order perturbation theory pushes it down by

$$\frac{(Pk/\sqrt2)^2}{E_g}=T\,\frac{E_P}{2E_g}\,k^2,\qquad E_P=\frac{2m_0P^2}{\hbar^2}=\frac{P^2}{T}.$$

With the rough values $E_P=26$ eV and $E_g=0.89$ eV, this contributes $26/1.78=14.6$ to the in-plane $m_0/m_\parallel=17.6$. For $\mathbf k\parallel z$ the contribution vanishes, as HH has no $p_z$ part. The coupling that makes the band light acts in the plane and is absent along growth. It slightly exceeds the whole anisotropy $3\gamma_2=12.6$: without it, $m_0/m$ would be $17.6-14.6=3.0$ in the plane against 5.0 along $z$, so the remaining terms alone would give the opposite order.

## Variation 1: larger wavevectors, and no strain

*How far from the band edge does the light in-plane mass survive in a bulk-like layer?*

Set $k_z=0$ and $t=Tk^2$, and stay in the four-band model with $\Delta=2\delta$. The state $+3/2$ then couples only to $-1/2$. For $\mathbf k\parallel[100]$ the coupling is

$$2\gamma_2t\,\langle\tfrac32|J_x^2|{-\tfrac12}\rangle=2\gamma_2t\cdot\tfrac14\cdot2\sqrt3=\sqrt3\,\gamma_2t,$$

because $J_x^2$ contains $J_+^2/4$ and $\langle\tfrac32|J_+^2|{-\tfrac12}\rangle=\sqrt3\cdot2$. For $[110]$, $J_x^2$ and $J_y^2$ enter with equal weight and their $J_\pm^2$ parts cancel. What remains is $4\gamma_3(t/2)\{J_x,J_y\}$. Since $\{J_x,J_y\}=(J_+^2-J_-^2)/4i$, its element has magnitude $\sqrt3/2$, so the coupling has magnitude $\sqrt3\,\gamma_3t$. Write $g=\gamma_2$ or $g=\gamma_3$ for the two directions.

The diagonal energies are $\delta-(\gamma_1+\gamma_2)t$ and $-\delta-(\gamma_1-\gamma_2)t$. Their mean is $-\gamma_1t$ and half their difference is $\delta-\gamma_2t$. The hole energy, measured downward from the HH edge, is therefore

$$\mathcal E=\gamma_1t+\delta-\sqrt{(\delta-\gamma_2t)^2+3g^2t^2}.$$

**Small $t$.** The root is $\delta-\gamma_2t+3g^2t^2/2\delta+\dots$, so

$$\mathcal E\simeq(\gamma_1+\gamma_2)t-\frac{3g^2t^2}{\Delta}.$$

Define the mass at finite $k$ by $\hbar^2k/m=d\mathcal E/dk$. Then $m_0/m=d\mathcal E/dt\simeq\gamma_1+\gamma_2-6g^2t/\Delta$. Along $[110]$ this has dropped by 10 % when

$$t=\frac{0.1\times17.6\times30.6\ \text{meV}}{6\times5.7^2}\approx0.28\ \text{meV},$$

that is, at $k=0.085$ nm⁻¹ and a hole energy of 4.6 meV. The closed four-band dispersion gives $m_0/m=15.65$ there, against $0.9\times17.6=15.84$ from the leading correction. Including the split-off band lowers it to 14.9 at this $k$ and moves the 10 % point to $k=0.069$ nm⁻¹, a hole energy of 3.0 meV.

**Large $t$, or vanishing strain.** For $t\gg\Delta$ the root tends to $t\sqrt{\gamma_2^2+3g^2}$. Along $[100]$ this is $2\gamma_2t$, and $m_0/m\to\gamma_1-2\gamma_2$: the band is as heavy as along $z$. Along $[110]$ it is heavier still, because $\gamma_3>\gamma_2$. This is a four-band limit: at $t=\Delta$, $\gamma_1t=0.41$ eV already exceeds $\Delta_0$. The split-off band leaves the $[100]$ result intact but makes $[110]$ heavier again, with $m_0/m=1.9$ instead of 2.8 at $t=0.3\Delta$. In unstrained germanium this regime begins at $k=0$, and the six-band calculation with $\delta=0$ gives $0.200\,m_0$ along $x$. The limits $k\to0$ and $\Delta\to0$ cannot be exchanged; the light in-plane mass belongs to $k\to0$ at fixed splitting.

## Variation 2: a 10 nm quantum well

*What happens to the in-plane mass when the layer is a well of width $L=10$ nm?*

With hard walls, the first HH level lies at

$$E_{\rm HH1}=T(\gamma_1-2\gamma_2)\frac{\pi^2}{L^2}=0.0381\times5.0\times\frac{\pi^2}{100}\ \text{eV}=18.8\ \text{meV}.$$

This is where the heavy growth mass enters. In-plane motion is no longer fully decoupled at order $k^2$, because $k_z$ is now the operator $-i\,d/dz$, whose size is set by $1/L$. For in-plane $\mathbf k\parallel x$, the term $4\gamma_3T\{J_x,J_z\}kk_z$ couples HH1 to the $n$th LH level. Its spin factor is $\tfrac12(\tfrac32+\tfrac12)\tfrac{\sqrt3}{2}=\tfrac{\sqrt3}{2}$, and its space factor is

$$|\langle n|k_z|1\rangle|=\frac2L\,\frac{\pi}{L}\left|\int_0^L\sin\frac{n\pi z}{L}\cos\frac{\pi z}{L}\,dz\right|=\frac{4n}{L(n^2-1)}\quad(n\text{ even}),$$

and zero for odd $n$. The coupling, $2\sqrt3\,\gamma_3Tk\,|\langle n|k_z|1\rangle|$, is linear in $k$. Its second-order shift is quadratic and pushes HH1 away from the LH levels, which flattens it:

$$\frac{m_0}{m_\parallel}=\gamma_1+\gamma_2-12\gamma_3^2T\sum_{n\ \rm even}\frac{[4n/L(n^2-1)]^2}{E_{{\rm LH}n}-E_{\rm HH1}},$$

with hole energies $E_{{\rm LH}n}=\Delta+T(\gamma_1+2\gamma_2)(n\pi/L)^2$. The result is $m_\parallel=0.070\,m_0$, which is 23 % above the bulk value; including the split-off band leaves it at $0.070\,m_0$ to this accuracy. With a rough barrier of 100 meV, the six-band model gives $0.079\,m_0$, 39 % above bulk, and the confinement energy falls to about 11 meV. This last calculation uses one offset for all bands and the same masses and strain in well and barrier, so it is an estimate. Giving the barrier its own strain, with rough offsets of 101 meV for HH and 47 meV for LH, moves the mass to about $0.087\,m_0$. The band edge remains light in the plane compared with $m_z=0.200\,m_0$.

**Beside a real device.** These numbers resemble a germanium well on a relaxed, germanium-rich SiGe buffer, as used in electroabsorption modulators near room temperature. The strain, width and offset are rough but ordinary values for that case. The model has no electric field; 50 to 100 kV/cm across the well raises the edge mass of the 100 meV well from 0.079 to between 0.081 and $0.083\,m_0$. The band-edge assumption suffers more than this. At 300 K, $k_BT=25.9$ meV, and one $k_BT$ away from the HH1 edge the hard-wall six-band model gives a mass of $0.15\,m_0$ along $[100]$ and $0.74\,m_0$ along $[110]$. The second value is read on a nearly flat stretch of the band and is fragile: it is $0.25\,m_0$ at $0.8\,k_BT$ and $0.23\,m_0$ without the split-off band, and with the 100 meV barrier the two masses become about $0.21$ and $0.5\,m_0$. In each of these cases the $[110]$ value exceeds $m_z$, and a Boltzmann average over the top hard-wall subband gives a density-of-states mass of about $0.23\,m_0$, so the light mass does not describe a typical thermal hole in this model. The increase comes from coupling to other subbands: the diagonal energy of HH1 is exactly quadratic in the in-plane $k$, so without that coupling the mass would stay at $0.057\,m_0$ for every $k$. With hard walls the next levels of the six-band model, HH2 and LH1, lie 56.4 and 77.5 meV from HH1, with Boltzmann factors of 0.11 and 0.05; the four-band formula for $E_{{\rm LH}n}$, which omits the split-off band, puts LH1 at 93.8 meV. With the 100 meV barrier they come closer, to 33 and 46 meV, with factors of 0.28 and 0.17.

The direct gap also differs from its low-temperature bulk value. Inserting rough shifts for temperature ($-90$ meV), strain ($+30$ meV, from a gap deformation potential of $-9$ eV and the HH rise $\delta$) and hard-wall confinement ($+113$ meV, from HH1 and an electron mass of $0.04\,m_0$) into $E_P/2E_g$ changes the bulk $m_\parallel$ from 0.057 to $0.060\,m_0$. The shifts largely cancel, so the sign is not secure. Hard walls overstate the electron confinement: with a rough conduction offset of 0.4 eV the net shift is near $+6$ meV and the mass stays at $0.057\,m_0$, while temperature and strain alone lower it to $0.054\,m_0$. In each case this is a smaller correction than the subband mixing, and it is not included in the well masses above.

## Computed values

```
Luttinger g1, g2, g3 (rough): 13.4, 4.2, 5.7
hbar^2/(2 m0): 0.03810 eV nm^2
split-off energy (rough): 0.30 eV
shear potential b (rough): -2.2 eV
C12/C11 (rough): 0.37
in-plane strain: -0.40 %
growth-axis strain: 0.296 %
HH strain shift delta: 15.31 meV
HH-LH splitting, four-band: 30.62 meV
HH-LH splitting, six-band: 28.99 meV
HH m0/m_z: 5.00; m0/m_plane: 17.60
HH m_z: 0.2000 m0
HH m_plane: 0.0568 m0
HH ratio m_z/m_plane: 3.52
six-band numerical HH m_z: 0.2000 m0
six-band numerical HH m_plane: 0.0568 m0
unstrained upper-band mass along x: 0.2000 m0
LH m_z, four-band: 0.0459 m0
LH m_plane, four-band: 0.1087 m0
LH m_z, six-band: 0.0501 m0
LH m_plane, six-band: 0.0988 m0
HH m_z if g2 is larger by 0.05: 0.2041 m0
HH m_plane if g2 is larger by 0.05: 0.0567 m0
bulk [110] k for 10 % loss of m0/m: 0.0852 1/nm
numerical m0/m at that k: 15.65
hole energy at that k: 4.61 meV
well width: 10.0 nm
HH1 confinement, hard walls: 18.80 meV
barrier offset (rough): 100 meV
HH1 confinement, finite barrier: 11.45 meV
2D density of states, m_plane: 2.373e+10 1/(meV cm^2)
HH1 edge m_plane, hard well, four-band: 0.0698 m0
HH1 edge m_plane, hard well, six-band: 0.0700 m0
HH1 edge m_plane, finite well, six-band: 0.0790 m0
temperature: 300 K; kT: 25.85 meV
k one kT from HH1 edge, [100]: 0.251 1/nm
k one kT from HH1 edge, [110]: 0.352 1/nm
hard-well mass there, [100]: 0.1473 m0
hard-well mass there, [110]: 0.7404 m0
HH1-HH2 distance, hard well: 56.4 meV
HH1-LH1 distance, hard well: 77.5 meV
Boltzmann factor HH2: 0.113
Boltzmann factor LH1: 0.050
Kane energy (rough): 26 eV
direct gap cold, 300 K (rough): 0.89, 0.80 eV
gap deformation potential (rough): -9.0 eV
electron mass (rough): 0.04 m0
s-band part of in-plane m0/m: 14.61
gap change by strain: 30.0 meV
gap change by hard-wall confinement: 112.8 meV
m_plane with 300 K gap: 0.0520 m0
m_plane with strained gap: 0.0584 m0
m_plane with confined gap: 0.0627 m0
m_plane with all three gap changes: 0.0596 m0
```
